# Berreman absorption and longitudinal optical modes in a very thin film

Absorption in a sufficiently thin film must grow as its thickness $d$, because each slice then sees the same incident field. Absorption is a pure number, so $d$ enters as $k_0d$, with $k_0=\omega/c$. The loss is quadratic in the two quantities that Maxwell's boundary conditions carry unchanged into the film: the tangential field $E_x$ and the normal displacement $D_z$. If the film has principal axes along $x$ and $z$, reflection $z\to-z$ leaves $E_x$ alone and reverses $D_z$, so no cross term $E_xD_z^*$ can appear. The form is therefore

$$A=k_0d\,\big[a\,|E_x|^2\,\mathrm{Im}\,\varepsilon_x+b\,|D_z|^2\,\mathrm{Im}(-1/\varepsilon_z)\big].$$

The inverse permittivity belongs to the normal direction because there $D_z$ is given and $E_z=D_z/(\varepsilon_0\varepsilon_z)$ responds. The coefficients follow from the field equations.

Let $z$ point into the film, which occupies $0<z<d$ between vacuum and a thick substrate of permittivity $\varepsilon_3$. All media are local, linear and non-magnetic. Light arrives in the $xz$ plane at angle $\theta$, and fields vary as $e^{ik_0sx-i\omega t}$ with $s=\sin\theta$, so a passive medium has $\mathrm{Im}\,\varepsilon\ge0$. For p polarization the magnetic field lies along $y$. With $h=Z_0H_y$ and $Z_0=\sqrt{\mu_0/\varepsilon_0}$, the $z$ and $x$ components of the curl of $H$ and the $y$ component of the curl of $E$ read

$$ik_0sh=-ik_0\varepsilon_zE_z,\qquad -h'=-ik_0\varepsilon_xE_x,\qquad E_x'-ik_0sE_z=ik_0h,$$

where a prime means $d/dz$. The first gives $E_z=-sh/\varepsilon_z$, so $D_z=-\varepsilon_0sh$. Inserting $E_z$ in the third leaves

$$E_x'=ik_0\Big(1-\frac{s^2}{\varepsilon_z}\Big)h,\qquad h'=ik_0\varepsilon_xE_x. \tag{1}$$

The energy flux along $z$ is $\mathrm{Re}(E_xh^*)/(2Z_0)$. Its derivative follows from (1):

$$\frac{d}{dz}\mathrm{Re}(E_xh^*)=\mathrm{Re}\Big[ik_0\Big(1-\frac{s^2}{\varepsilon_z}\Big)|h|^2-ik_0\varepsilon_x^*|E_x|^2\Big].$$

Since $\mathrm{Re}(-iw)=\mathrm{Im}\,w$ for any complex $w$, the first term is $k_0s^2\,\mathrm{Im}(1/\varepsilon_z)|h|^2$ and the second is $-k_0\,\mathrm{Im}\,\varepsilon_x|E_x|^2$. The flux lost per unit depth is thus

$$-\frac{d}{dz}\mathrm{Re}(E_xh^*)=k_0\big[\mathrm{Im}\,\varepsilon_x\,|E_x|^2+s^2\,\mathrm{Im}(-1/\varepsilon_z)\,|h|^2\big]. \tag{2}$$

This holds at every depth, for any thickness. To first order in $d$ the fields in (2) may be replaced by those at the bare substrate. A forward wave in vacuum has $E_x=p_1h$ with $p_1=\cos\theta$; in the substrate $E_x=p_3h$ with $p_3=\sqrt{\varepsilon_3-s^2}/\varepsilon_3$. For unit incident $h$, continuity requires $1+r=t$ and $p_1(1-r)=p_3t$. Eliminating $r=t-1$ gives $t=2p_1/(p_1+p_3)$. Multiplying (2) by $d$, inserting $h=t$ and $E_x=p_3t$, and dividing by the incident flux $p_1$ yields

$$A_p=\frac{4k_0d\,p_1}{|p_1+p_3|^2}\Big[|p_3|^2\,\mathrm{Im}\,\varepsilon_x+s^2\,\mathrm{Im}\Big(-\frac1{\varepsilon_z}\Big)\Big]. \tag{3}$$

Two limits show what the surroundings do. For a free-standing film $p_3=p_1=\cos\theta$ and the prefactor is $k_0d/\cos\theta$, so

$$A_p=k_0d\Big[\cos\theta\,\mathrm{Im}\,\varepsilon_x+\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\Big(-\frac1{\varepsilon_z}\Big)\Big].$$

Both responses appear. On an ideal conductor $p_3\to0$: the tangential electric field is shorted, the magnetic field doubles, and

$$A_p=4k_0d\,\frac{\sin^2\theta}{\cos\theta}\,\mathrm{Im}\Big(-\frac1{\varepsilon_z}\Big). \tag{4}$$

For s polarization the electric field has only the component $E_y$. The curl equations give $h_z=sE_y$, $E_y'=-ik_0h_x$ and $h_x'=-ik_0(\varepsilon_y-s^2)E_y$. The flux is proportional to $-\mathrm{Re}(E_yh_x^*)$, and the same differentiation gives a loss $k_0\,\mathrm{Im}\,\varepsilon_y|E_y|^2$ per unit depth. With $y_3=\sqrt{\varepsilon_3-s^2}$, matching gives $E_y=2\cos\theta/(\cos\theta+y_3)$ at the interface. Dividing by the incident flux $\cos\theta$,

$$A_s=\frac{4k_0d\cos\theta}{|\cos\theta+y_3|^2}\,\mathrm{Im}\,\varepsilon_y.$$

No inverse permittivity occurs, because s light has no normal displacement.

It remains to show that, for weak damping, $\mathrm{Im}(-1/\varepsilon_z)$ peaks close to the longitudinal modes. Describe the phonons polarized along $z$ by coordinates $q_j$ with frequencies $\omega_j$, couplings $f_j$ and common damping $\gamma$, scaled so that

$$(\omega_j^2-u)\,q_j=f_jE,\qquad D/\varepsilon_0=\varepsilon_\infty E+\sum_jf_jq_j,\qquad u=\omega^2+i\gamma\omega.$$

At given $E$ this is $\varepsilon=\varepsilon_\infty+\sum_jf_j^2/(\omega_j^2-u)$, with resonances at the transverse (TO) frequencies $\omega_j$. At given $D$ the field is $E=(D/\varepsilon_0-\sum_kf_kq_k)/\varepsilon_\infty$. Substituted in the equation of motion, it gives

$$\sum_k(K_{jk}-u\,\delta_{jk})\,q_k=\frac{f_jD}{\varepsilon_0\varepsilon_\infty},\qquad K_{jk}=\omega_j^2\delta_{jk}+\frac{f_jf_k}{\varepsilon_\infty}.$$

The added term is the restoring force of the charge that the motion places on the film faces. Let $K$ have eigenvalues $\Omega_j^2$ and normalized eigenvectors $v_j$. Solving for $q$ and inserting it in $E$ gives, after division by $D/\varepsilon_0$,

$$-\frac1\varepsilon=-\frac1{\varepsilon_\infty}+\sum_j\frac{L_j}{\Omega_j^2-\omega^2-i\gamma\omega},\qquad L_j=\frac{(f\cdot v_j)^2}{\varepsilon_\infty^2}. \tag{5}$$

Without damping, the poles of $1/\varepsilon$ are the zeros of $\varepsilon$. These are the longitudinal (LO) modes for a wavevector along $z$: such a wave must have $D_z=0$ to satisfy $\nabla\cdot\mathbf D=0$, yet it has $E_z\ne0$, so $\varepsilon_z=0$. The light does not supply that wavevector. It drives the uniform normal motion of a thin slab, which feels the same depolarizing force.

For one isolated mode, (4) and (5) give $A\propto\omega^2/[(\Omega^2-\omega^2)^2+\gamma^2\omega^2]$. Dividing above and below by $\omega^2$ leaves $1/\{[(\Omega^2-\omega^2)/\omega]^2+\gamma^2\}$, which is largest at $\omega=\Omega$. Within this model damping does not shift the first-order peak.

A small $k_0d$ is not enough for (3). The surface impedance $Z=E_x/h$ shows why. From (1),

$$Z'=\frac{E_x'}h-\frac{E_xh'}{h^2}=ik_0\Big[1-\frac{s^2}{\varepsilon_z}-\varepsilon_xZ^2\Big].$$

Starting from $Z(d)=p_3$ and stepping back by $d$, the change at the top face is

$$\delta Z=-ik_0d\,\Big[1-\frac{s^2}{\varepsilon_z}-\varepsilon_xp_3^2\Big].$$

The linear law needs $|\delta Z|\ll|p_1+p_3|$, and the small in-plane term on a conductor is accurate only if also $|\delta Z|\ll|p_3|$. Near a strong, weakly damped LO mode $1/\varepsilon_z$ is large, so the first condition can fail in a very thin film. These conditions are not sufficient by themselves: by the second of equations (1), $h$ changes across the film by the fraction $k_0d\,|\varepsilon_xp_3|$, which must also be small. A 50 nm film with the same permittivity as the electrode of the example below has $\delta Z=0$ and $k_0d=0.021$ at 681 cm$^{-1}$, yet (3) exceeds its absorption by 65 %.

The same $\delta Z$ gives the reflectance. From $r=(p_1-Z)/(p_1+Z)$ one has $dr/dZ=-2p_1/(p_1+Z)^2$, hence $\delta r/r=-2p_1\delta Z/(p_1^2-p_3^2)$. Since $\Delta R/R=2\,\mathrm{Re}(\delta r/r)$,

$$\frac{\Delta R}R=-4k_0d\,p_1\,\mathrm{Im}\,\frac{1-s^2/\varepsilon_z-\varepsilon_xp_3^2}{p_1^2-p_3^2}.$$

Unless the substrate reflects everything, this is not simply $-A_p/R$, because the film also changes the power that enters the substrate.

On an ideal conductor the resonance can be followed beyond first order. Put $p_3=0$, neglect the term $\varepsilon_xZ^2$ in $Z'$, which is of second order in $d$, and keep only the resonant part of $1/\varepsilon_z$, so that $Z=-ik_0ds^2L/(\Omega^2-\omega^2-i\gamma\omega)$. Define

$$\Gamma=\frac dc\,\frac{\sin^2\theta}{\cos\theta}\,L,\qquad \zeta=\frac Z{p_1}=\frac{-i\omega\Gamma}{\Omega^2-\omega^2-i\gamma\omega}.$$

Then $1-|r|^2=4\,\mathrm{Re}\,\zeta/|1+\zeta|^2$. Here $\mathrm{Re}\,\zeta=\gamma\Gamma\omega^2/[(\Omega^2-\omega^2)^2+\gamma^2\omega^2]$, and $1+\zeta=[\Omega^2-\omega^2-i(\gamma+\Gamma)\omega]/(\Omega^2-\omega^2-i\gamma\omega)$. In the ratio the factor $(\Omega^2-\omega^2)^2+\gamma^2\omega^2$ cancels:

$$A=\frac{4\gamma\Gamma\omega^2}{(\Omega^2-\omega^2)^2+(\gamma+\Gamma)^2\omega^2}. \tag{6}$$

$\Gamma$ is the damping by re-radiation. The peak is $4\gamma\Gamma/(\gamma+\Gamma)^2$. It reduces to the linear value $4\Gamma/\gamma$ when $\Gamma\ll\gamma$ and reaches one at $\Gamma=\gamma$. At grazing incidence $\Gamma$ grows without limit, so the divergence of (4) there lies outside its range.

If the crystal axes are tilted within the $xz$ plane, $E_z=-(sh+\varepsilon_{xz}E_x)/\varepsilon_{zz}$. With $g=\varepsilon_{xz}/\varepsilon_{zz}$, (1) becomes

$$E_x'=ik_0\Big[\Big(1-\frac{s^2}{\varepsilon_{zz}}\Big)h-sgE_x\Big],\qquad h'=ik_0\big[(\varepsilon_{xx}-\varepsilon_{xz}g)E_x-sgh\big].$$

The terms in $g$ add $\mathrm{Re}[-ik_0s(g-g^*)E_xh^*]=2k_0s\,\mathrm{Im}\,g\,\mathrm{Re}(E_xh^*)$ to the flux derivative. In (3), therefore, $\varepsilon_z$ becomes $\varepsilon_{zz}$, $\varepsilon_x$ becomes $\varepsilon_{xx}-\varepsilon_{xz}^2/\varepsilon_{zz}$, and the bracket gains $-2s\,\mathrm{Im}\,g\,\mathrm{Re}\,p_3$. On a good conductor the zeros of $\varepsilon_{zz}$ now set the peaks.

As an example, take a 10 nm polar oxide film on a thick metallic nitride electrode at $70^\circ$, before a top electrode is deposited. The film is isotropic, with $\varepsilon_\infty=4.5$, TO modes at 250 and 400 cm$^{-1}$, strengths $f_j^2/\omega_j^2$ of 12 and 5, and damping 30 cm$^{-1}$. The electrode is a Drude metal with plasma energy 7 eV and scattering energy 0.5 eV. Diagonalizing $K$ gives LO modes at 320.9 and 681.2 cm$^{-1}$ (39.8 and 84.5 meV), with $L=1421$ and 75 122 cm$^{-2}$. The upper mode carries most of the longitudinal weight.

At the upper mode $k_0d=0.00428$, $\mathrm{Im}(-1/\varepsilon)=3.676$ and $\sin^2\theta/\cos\theta=2.58$. Equation (4) gives $4\times0.00428\times2.58\times3.676=0.162$ for an ideal conductor. The real electrode has $\varepsilon_3=-190+1128i$, hence $p_3\approx0.019-0.023i$. This multiplies the result by $p_1^2/|p_1+p_3|^2=0.117/0.131=0.89$, giving 14.5 %. A full solution, which finds the plane waves in the film from the vector wave equation and matches fields at both faces, gives 13.45 % at 681.2 cm$^{-1}$. The first-order value is 7.9 % too high relative to it. Radiative damping accounts for this: in wavenumbers $\Gamma=2\pi d\,(\sin^2\theta/\cos\theta)L=1.22$ cm$^{-1}$, and $(1+\Gamma/\gamma)^2=1.08$.

The full spectrum on the electrode has four maxima. Those at 321 and 681 cm$^{-1}$, with 0.30 and 13.45 %, are the LO modes; those at 251 and 400 cm$^{-1}$, with 0.07 and 0.14 %, are TO remnants, admitted because $p_3$ is not zero. The origin of the LO peaks was tested by replacing one component of the film tensor by $\varepsilon_\infty$. Without normal phonons, 2.0 % of the absorption at the lower LO frequency and 0.01 % at the upper remain. Without in-plane phonons, 98 % and 100 % remain.

The same film free-standing at $70^\circ$ has p maxima at 250, 400 and 681 cm$^{-1}$, with 5.1, 5.5 and 3.9 %. No separate maximum appears at the lower LO mode. Its loss function is only 0.153, while the neighbouring in-plane peaks reach $\mathrm{Im}\,\varepsilon=101$ and 68, so their tails probably hide it. In s polarization only the two TO maxima occur, at about 30 and 32 %. Both are saturated: for the lower one the linear law gives $0.00157\times100.6/0.342=0.46$.

What a spectrometer records is reflectance. At the upper peak it falls by 15.0 % relative to the bare electrode. The bare reflectance is $|p_1-p_3|^2/|p_1+p_3|^2\approx0.80$, so the drop is 0.120 of the incident power, whereas the film absorbs 0.135. By energy balance the electrode absorbs about 0.015 less when the film is present.

Thicker films on an ideal conductor show how the linear law fails. At 100 nm and $70^\circ$ it predicts an impossible absorption of 1.62; equation (6) peaks at 0.822 (0.820 on the 2 cm$^{-1}$ grid of the output) and the full solution at 0.818. Between 600 and 760 cm$^{-1}$ the two differ by at most 2.3 % of the peak. The condition $\Gamma=\gamma$ is met at 246 nm, one sixtieth of the vacuum wavelength, where the full solution absorbs 99.9 %. Its maximum lies at 684.6 cm$^{-1}$, slightly above the LO frequency. The non-resonant part of $Z$ dropped in (6), about $-ik_0d(1-s^2/\varepsilon_\infty)$, has the sign that requires such a shift: above $\Omega$ the resonant part of $Z$ has a positive imaginary part and can cancel it.

These parameters are rough values in the regime of hafnia on titanium nitride, not a fit. The static permittivity of 21.5, the thickness and the electrode resistivity of 76 µΩ cm are plausible for that pair, though a thin nitride electrode can be more resistive. Monoclinic hafnia has more than two polar modes and is anisotropic, which matters most for the peak position. If the normal oscillators are 20 % weaker, the upper LO mode moves down by 51 cm$^{-1}$, more than the linewidth, and the peak absorption falls from 13.5 to 10.9 %. With that weaker axis and the original one both at 45° to the normal, the peak falls at 655.9 cm$^{-1}$, where $\varepsilon_{zz}$ calculated without damping vanishes. Unequal damping matters most for the height: doubling it for the upper TO mode alone lowers the peak from 13.5 to 8.4 %. The electrode was taken to be much thicker than the 90 nm field decay length found here; with a 20 nm electrode on silicon the relative reflectance drop changes little, 15.7 % instead of 15.0 %, but the bare reflectance falls from 0.80 to 0.41 and the film absorbs about 10 % instead of 13.5 %. A uniform spread of $\pm5^\circ$ in the angle of incidence raises the absorption by about 1.5 % of its value (the 21-point average in the output, which gives the end points too much weight, shows 1.7 %). An assumed drift of $-0.02$ cm$^{-1}$/K over 60 K shifts the line by $-1.2$ cm$^{-1}$, and phonon dispersion, taken as $\omega^2=\Omega^2-v^2k^2$ with $k=\pi/d$ and a rough $v$ of 5 km/s, shifts it by $-0.05$ cm$^{-1}$. A line position thus reports on crystal orientation as well as on bonding, and one line position alone cannot separate the two. The remaining values are in the numerical output.

## Calculated quantities

```
Film thickness 10 nm, angle 70 deg
eps_inf 4.5, static eps 21.5
TO 250.0 400.0 cm^-1, strengths 12.0 5.0
Common phonon damping 30 cm^-1
Electrode: plasma 7.0 eV, scattering 0.5 eV
Electrode resistivity 76 uOhm cm
LO 320.9 681.2 cm^-1 = 39.8 84.5 meV
LO weights L 1421 75122 cm^-2
Im(-1/eps) at the two LO: 0.153 3.676
Im eps at the two TO: 100.6 67.6
Vacuum wavelength at upper LO 14.68 um
k0 d at upper LO 0.00428
Electrode eps at upper peak -190+1128j
|p3| there 0.0296, cos(angle) 0.3420
On electrode, p light, full solution:
 all maxima 251 321 400 681 cm^-1
 film absorption there 0.073 0.300 0.135 13.450 %
 upper peak 681.18 cm^-1 = 84.46 meV
 absorption 13.45 %, first order 14.52 %
 relative reflectance drop 14.97 %
Fraction left at lower, upper LO when phonons are removed:
 normal phonons removed 0.02029 0.00009
 in-plane phonons removed 0.97957 1.00027
Free-standing film, full solution:
 p maxima 250 400 681 cm^-1, 5.13 5.50 3.94 %
 s maxima 250 400 cm^-1, 30.48 31.87 %
Upper LO absorption on electrode against angle:
 10 deg: 0.186 %
 30 deg: 1.723 %
 50 deg: 5.263 %
 70 deg: 13.452 %
 80 deg: 24.124 %
Ideal conductor, upper LO:
 radiative damping at 10 nm 1.219 cm^-1
 100 nm: linear law 1.625, full 0.818
 100 nm: saturated law peak 0.820
 worst saturated-law error 2.3 % of peak
 critical thickness 246 nm
 wavelength/critical thickness 60
 peak there 99.90 % at 684.6 cm^-1
Effects left out of the example:
 first-order overestimate 7.9 %
 electrode field decay length 90 nm
 20 nm electrode on Si (eps 11.7): drop 15.71 %
 20 % weaker normal modes: LO shift -51.3 cm^-1
 45 deg tilt: peak 655.9, eps_zz zero 655.9 cm^-1
 angle spread +-5 deg: absorption +1.7 %
 upper TO damping doubled: peak 8.40 %
 LO dispersion (rough 5 km/s): -0.051 cm^-1
 assumed drift -0.02 cm^-1/K, warming 60 K:
  LO shift -1.2 cm^-1
```
